# Charge-Extrapolation Correction to Electrochemical Reaction Energies at Fixed Potential

Consider an atomistic model of an electrode in contact with a solution, built as a neutral cell of fixed area \(A\). Ions near the surface carry a charge, and the metal carries the opposite charge. When one of these ions is discharged, for example when a solvated proton becomes an adsorbed hydrogen atom, the surface charge of the small cell changes markedly, and the work function changes with it. An electrode under potential control, by contrast, stays at a fixed potential. The problem is to obtain the reaction energy at fixed potential from the energies of the neutral cell.

**Conventions.** The charge on the solution side is \(qe\), with \(e>0\), so \(q\) is a pure number per cell and the metal carries \(-qe\). The ions are singly positive. The work function \(\Phi\), in eV, is the energy needed to take an electron from the Fermi level of the metal to the electrostatic potential of the solution outside the ion layer. That potential is the zero of energy, so the Fermi level is \(\varepsilon_F=-\Phi\). A more positive electrode has a larger \(\Phi\). The reactant state 1 has \((q_1,\Phi_1)\) in the cell and the product state 2 has \((q_2,\Phi_2)\). The difference of their total energies is \(\Delta E_{\rm cell}=E_2(q_2)-E_1(q_1)\).

The treatment is a mean-field one: \(q\) may vary continuously, as a charge per area can, and the lateral arrangement of the ions is averaged out. Entropy changes are omitted. The coverage of reacting species per cell is held fixed.

## (a) How does the energy of the neutral cell change with its charge?

**Question.** Find \(dE_s/dq\) for a given chemical state \(s\), when ions are added together with the electrons that keep the cell neutral.

**Solution.** Let \(F_s[n,q]\) be the energy for an electron density \(n\). The cell energy is its minimum over all \(n\) that hold the right number of electrons,

\[
E_s(q)=\min_n F_s[n,q],\qquad \int n\,d^3r=N_s+q ,
\]

where \(N_s\) is the electron number at \(q=0\). At the minimum, \(\delta F_s/\delta n=\varepsilon_F\) wherever there are electrons; the Fermi level is the Lagrange multiplier of the constraint. The chain rule gives

\[
\frac{dE_s}{dq}=\int\frac{\delta F_s}{\delta n}\frac{\partial n}{\partial q}\,d^3r+\left.\frac{\partial F_s}{\partial q}\right|_n
=\varepsilon_F+\left.\frac{\partial F_s}{\partial q}\right|_n ,
\]

because \(\int(\partial n/\partial q)\,d^3r=1\). The last term is the cost of adding an ion to a frozen electron density. It has a chemical part \(\mu_+\), assumed equal to that of an ion in the bulk solution, and an electrostatic part, \(e\) times the potential at the ion layer. The field vanishes outside the layer, so this potential is that of the solution, which is zero. With \(\varepsilon_F=-\Phi_s\),

\[
\frac{dE_s}{dq}=\mu_+-\Phi_s(q). \tag{1}
\]

The rearrangement of the electrons has not been neglected. It drops out because the energy is stationary against it. The same holds for any other coordinate that is relaxed to its minimum.

## (b) What is the reaction energy at fixed potential?

**Question.** Express the reaction energy at work function \(\Phi_1\) through \(\Delta E_{\rm cell}\) and the function \(\Phi_2(q)\), without assuming a shape for this function.

**Solution.** At fixed potential the product does not stay at \(q_2\). The cell exchanges ions with the solution and electrons with the external circuit until its work function is again \(\Phi_1\). Call the resulting charge \(q'\), defined by \(\Phi_2(q')=\Phi_1\).

The reaction inside the closed cell leads from \(E_1(q_1)\) to \(E_2(q_2)\) with no exchange. Going on to \(q'\) requires \(q'-q_2\) ion-electron pairs. The reservoirs supply each pair at energy \(\mu_+-\Phi_1\), since the electron comes from a Fermi level at \(-\Phi_1\). The energy change of cell and reservoirs together is

\[
\Delta E(\Phi_1)=\Delta E_{\rm cell}+E_2(q')-E_2(q_2)-(q'-q_2)(\mu_+-\Phi_1).
\]

Equation (1) gives the difference of the two product energies:

\[
E_2(q')-E_2(q_2)=(q'-q_2)\mu_+-\int_{q_2}^{q'}\Phi_2(q)\,dq .
\]

On insertion \(\mu_+\) cancels, and \((q'-q_2)\Phi_1\) can be taken under the integral:

\[
\Delta E(\Phi_1)=\Delta E_{\rm cell}-\int_{q_2}^{q'}\left[\Phi_2(q)-\Phi_1\right]dq . \tag{2}
\]

The correction is minus the area between the charging curve of the product and the horizontal line \(\Phi=\Phi_1\).

## (c) When does the correction reduce to the end-point values?

**Question.** Evaluate (2) for a linear interface. State what else is needed for the answer to contain only \(q_1,q_2,\Phi_1,\Phi_2\), and find its sign.

**Solution.** Let \(\Phi_2(q)\) be linear. The integrand falls linearly from \(\Phi_2-\Phi_1\) at \(q_2\) to zero at \(q'\), so the area is a triangle:

\[
\Delta E(\Phi_1)-\Delta E_{\rm cell}=-\tfrac12(q'-q_2)(\Phi_2-\Phi_1). \tag{3}
\]

The charge \(q'\) is still unknown. Suppose now that reactant and product lie on the same charging line,

\[
\Phi(q)=\Phi_0-\kappa q,\qquad \kappa=\frac{e^2}{C}, \tag{4}
\]

where \(C\) is the capacitance of the cell and \(\Phi_0\) the work function at zero charge. Then the product at \(\Phi_1\) carries the charge that the reactant had, \(q'=q_1\), and

\[
\boxed{\Delta E(\Phi_1)=\Delta E_{\rm cell}+\tfrac12(q_2-q_1)(\Phi_2-\Phi_1)} \tag{5}
\]

This is the charge-extrapolation formula. If the charge number of the metal, \(\sigma=-q\), is used instead, the correction reads \(-\tfrac12(\sigma_2-\sigma_1)(\Phi_2-\Phi_1)\).

From (4), \(\Phi_2-\Phi_1=-\kappa(q_2-q_1)\), so the correction equals \(-\tfrac12\kappa(q_2-q_1)^2\). For a positive capacitance it cannot be positive. In the closed cell, a discharge raises \(\Phi\), which lowers the Fermi level, so the transferred electron comes from ever deeper levels. At fixed potential it comes from \(-\Phi_1\) throughout, and the reaction is more favourable.

The energy can also be referred to \(\Phi_2\). The product then stays as it is, and the reactant must be brought from \(q_1\) to the charge at which its work function is \(\Phi_2\). On the shared line this charge is \(q_2\). The preparation of the reactant, with pairs supplied at \(\mu_+-\Phi_2\), costs

\[
\int_{q_1}^{q_2}\left[\Phi_2-\Phi(q)\right]dq=\tfrac12(q_2-q_1)(\Phi_2-\Phi_1),
\]

and this is subtracted because it belongs to the initial state:

\[
\Delta E(\Phi_2)=\Delta E_{\rm cell}-\tfrac12(q_2-q_1)(\Phi_2-\Phi_1).
\]

The sign therefore depends on which end point is held. The closed-cell energy is the mean of \(\Delta E(\Phi_1)\) and \(\Delta E(\Phi_2)\).

## (d) Does a larger cell give the same answer?

**Question.** Let one ion be discharged in a cell of \(M\) times the area, with the same initial charge per area. Find the reaction energy as a function of \(M\) on the line (4).

**Solution.** Let the product differ from the reactant, at equal \(q\), by a constant energy \(w\) for each adsorbed atom. Integrating (1) with (4) gives, up to a constant,

\[
E(q)=(\mu_+-\Phi_0)q+\tfrac12\kappa q^2 .
\]

Energy is extensive, and one discharge lowers the charge per original area from \(q_1\) to \(q_1-1/M\). Hence

\[
\Delta E_M=w+M\left[E(q_1-1/M)-E(q_1)\right].
\]

The linear term of \(E\) contributes \(-(\mu_+-\Phi_0)\). The quadratic term contributes

\[
\frac{M\kappa}{2}\left[-\frac{2q_1}{M}+\frac1{M^2}\right]=-\kappa q_1+\frac{\kappa}{2M}.
\]

Since \(\Phi_0-\kappa q_1=\Phi_1\),

\[
\Delta E_M=w-\mu_++\Phi_1+\frac{\kappa}{2M}. \tag{6}
\]

For \(M\to\infty\) the work function no longer changes, and the limit is the fixed-potential energy \(w-\mu_++\Phi_1\). At \(M=1\) the excess is \(\kappa/2\), which (5) removes, since \(q_2-q_1=-1\). For a product on the line (4), the formula thus replaces an extrapolation in cell size, which converges only as the inverse area.

## (e) What if the product shifts the charging line?

**Question.** Let the product have \(\Phi_2(q)=\Phi_0+\delta-\kappa q\), with a shift \(\delta\) at equal charge. Find the error of (5). Apply the result to a proton that has moved part of the way to the metal and is still fully charged.

**Solution.** The condition \(\Phi_2(q')=\Phi_1=\Phi_0-\kappa q_1\) gives \(q'=q_1+\delta/\kappa\). Subtracting the correction in (5) from that in (3) leaves

\[
-\tfrac12(q'-q_1)(\Phi_2-\Phi_1)=-\frac{\delta}{2\kappa}(\Phi_2-\Phi_1). \tag{7}
\]

A surface dipole of the adsorbate can cause this error, which vanishes only if \(\delta=0\) or \(\Phi_2=\Phi_1\).

For the moving proton, let the gap between metal and ion layer have length \(\ell\) and relative permittivity \(\epsilon\). One charge \(e\) per cell produces a potential-energy drop per length

\[
b=\frac{e^2}{\epsilon_0\epsilon A}.
\]

If the proton moves from the ion layer to the middle of the gap, its field no longer fills the outer half, and \(\Phi\) rises by \(b\ell/2\). The charge outside the metal has not changed. Counting that charge in (5) gives zero correction, although the work function has changed.

Equation (3) handles both cases. On a line of slope \(-\kappa\), \(q'-q_2=(\Phi_2-\Phi_1)/\kappa\), so

\[
\Delta E(\Phi_1)-\Delta E_{\rm cell}=-\frac{(\Phi_2-\Phi_1)^2}{2\kappa}. \tag{8}
\]

This form needs no assignment of charge to atoms, but it does need the capacitance of the interface in the product state, which sets the slope \(-\kappa\) of the line followed from \(q_2\) to \(q'\). Equation (5) agrees with it if the charge change is the one a capacitor would need to produce the observed change of work function, \(q_2-q_1=-(\Phi_2-\Phi_1)/\kappa\). A charge from a population analysis serves in (5) to the extent that it meets this condition.

## (f) What if the charging curve is not straight?

**Question.** Let the ion layer be held by a spring of stiffness \(k\) per cell, with rest length \(\ell_0\), so that the field can compress the gap. Find the error of (5) for a discharge from \(q=1\) to \(q=0\).

**Solution.** The part of the energy that depends on the gap length is

\[
\tfrac12bq^2\ell+\tfrac12k(\ell-\ell_0)^2 .
\]

Setting its derivative with respect to \(\ell\) to zero gives \(\ell=\ell_0-bq^2/(2k)\). The gap contributes \(-bq\ell\) to \(\Phi\), that is

\[
-b\ell_0q+\gamma q^3,\qquad \gamma=\frac{b^2}{2k}.
\]

The linear part is treated correctly by (5). Consider the cubic part alone, with \(q_2=0\) and \(q'=q_1=1\). Its values at the end points are \(\gamma\) in state 1 and zero in state 2. Equation (2) gives

\[
-\int_0^1(\gamma q^3-\gamma)\,dq=-\frac{\gamma}{4}+\gamma=\frac{3\gamma}{4},
\]

whereas (5) gives \(\tfrac12(-1)(0-\gamma)=\gamma/2\). The true correction therefore exceeds the half product by

\[
\frac{\gamma}{4}=\frac{b^2}{8k}. \tag{9}
\]

Here the shared charging curve is kept and only linearity is lost. The choice \(q'=q_1=1\) presumes that the full curve still falls at \(q=1\). With \(-\kappa\) the slope of its linear part, this requires \(3\gamma<\kappa\), or \(k>3b^2/(2\kappa)\). For a softer spring the differential capacitance at \(q=1\) is negative, the reactant is unstable at fixed potential, and the product reaches \(\Phi_1\) at a smaller charge, so (9) no longer applies. A straight line guarantees the factor one half; a curved one in general does not give it.

## (g) How large are these terms in a model with quantum-mechanical electrons?

**Question.** Apply the results to a model interface in which one ion per cell is discharged, and interpret the numbers.

**Solution.** The parameters are round values and represent no particular material. The cell has \(A=100\ \text{Å}^2\) and five metal layers 2 Å apart, each with a positive core charge of \(12e\). Electrons move freely within the layers and hop between neighbouring ones with matrix element \(-3\) eV. The layer level is \(-7\) eV plus the electrostatic energy of an electron there. The gap has \(\ell=3\) Å and \(\epsilon=6\), which gives \(b=0.3016\) eV/Å. Charges are averaged over each plane. The layer populations are solved numerically until the potential that they generate gives the same populations back; the total energy and \(\Phi=-\varepsilon_F\) follow. We set \(\mu_+=0\) and \(w=-4.5\) eV. The fixed-potential results come from solving \(\Phi_2(q')=\Phi_1\) numerically and adding the reservoir terms of part (b), with no assumption of linearity.

*Ideal discharge.* The work function rises from \(\Phi_1=3.413\) eV at \(q_1=1\) to \(\Phi_2=4.601\) eV at \(q_2=0\). The mean slope is \(\kappa=1.188\) eV, or 13.5 µF/cm². The gap accounts for \(b\ell=0.905\) eV of it, and the remaining 0.283 eV comes from the response of the metal. Equation (5) gives

\[
\tfrac12(0-1)(4.601-3.413)\ \text{eV}=-0.594\ \text{eV}.
\]

The cell energy is \(-0.494\) eV, so the corrected energy is \(-1.088\) eV, or \(-105\) kJ/mol. The direct calculation gives \(-1.087\) eV. As both states share one charging curve here, the difference of about 0.001 eV is due to the slight curvature of the metal's response. The correction does not depend on the chosen \(w\), which only shifts the cell energy.

For cells enlarged 4, 16 and 64 times, the mean-field energies are \(-0.939\), \(-1.050\) and \(-1.078\) eV. Their excesses over \(-1.087\) eV are 0.148, 0.037 and 0.009 eV, in agreement with \(\kappa/(2M)\). Even the largest of these cells, 6400 Å² in area, is still about 0.01 eV from the limit.

*Product with a dipole.* Sheets of \(+0.6e\) and \(-0.6e\) per cell are placed 1 Å and 2 Å from the last metal layer. An electron leaving the metal must climb the potential step between them, so \(\Phi\) rises by \(\delta=0.6\times0.3016=0.181\) eV, and \(\Phi_2=4.782\) eV. The product returns to \(\Phi_1\) at \(q'=1.153\), not at 1. The direct correction is \(-0.788\) eV. Equation (5) gives \(-0.684\) eV and misses \(-0.104\) eV, as (7) predicts:

\[
-\frac{0.181}{2\times1.188}\times1.369\ \text{eV}=-0.104\ \text{eV}.
\]

*Proton halfway across the gap.* The work function is 3.865 eV, higher than \(\Phi_1\) by \(b\ell/2=0.452\) eV. Equation (8) gives \(-0.452^2/(2\times1.188)=-0.086\) eV, and the direct value is \(-0.087\) eV. An unchanged charge count in (5) would give zero. An error of this kind enters a reaction barrier directly if the transition state resembles this configuration.

*Compressible gap.* With \(k=0.3\) eV/Å², well above the limit \(3b^2/(2\kappa)=0.115\) eV/Å² of part (f), the gap shrinks from 3 Å to 2.50 Å at \(q=1\). The half product gives \(-0.518\) eV and the direct calculation \(-0.479\) eV. Equation (9) accounts for \(0.3016^2/(8\times0.3)=0.038\) eV of the difference; the rest, below 0.001 eV, is the metal's curvature found in the ideal case.

In this model, then, the dipole makes (5) wrong by about 0.10 eV and the soft double layer by about 0.04 eV. Within the assumptions behind (1), namely a laterally averaged ion layer with no field beyond it and a constant \(\mu_+\), equation (5) is exact if the product has the work function \(\Phi_1\) at the reactant's charge \(q_1\) and its charging curve is straight from there to \(q_2\). If either condition fails, (5) may be in error, and the correction follows from (2), which needs the charging curve of the product from \(q_2\) to \(q'\).
